When zero-point motion raises a hydrogen migration barrier

Let a hydrogen atom of mass m move in the potential

V(x,y,z) = E_b sin²(πx/L) + ½mω²[1 + c sin²(πx/L)](y² + z²),  with mω² = 2π²E_b/L² and c ≥ 0.

There are minima at x = 0 and x = L on the axis y = z = 0. Every path between them crosses the plane x = L/2, where V is at least E_b, and the lowest point of that plane lies on the axis. The classical barrier is therefore E_b.

Near x = 0, sin²(πx/L) ≈ π²x²/L², so the first term becomes E_bπ²x²/L² = ½mω²x². All three vibrations have frequency ω, and their zero-point energy is 3 × ½ħω = (3/2)ħω.

At x = L/2 the motion along x is unstable. The two transverse motions have force constant mω²(1 + c), hence frequency ω√(1 + c) each, and together they carry the zero-point energy ħω√(1 + c). The change in the barrier is

ΔZ = ħω[√(1 + c) − 3/2].

If the channel has constant width, c = 0 and ΔZ = −½ħω: one vibration has been lost and nothing has replaced it. If c = 3, the transverse frequency doubles at the saddle and ΔZ = +½ħω. The same vibration has been lost, but the other two have gained more than it carried. The change of sign lies at 1 + c = 9/4.

The idea that zero-point motion must lower a hydrogen barrier counts the lost mode and overlooks the stiffening of those that remain. In this potential the stiffening was put in by hand. In a crystal it can come from the atoms that make the barrier.

## Hydrogen passing through a triangle of metal atoms

Consider a face-centred cubic metal with lattice parameter a, its atoms held fixed for now. Hydrogen starts at an octahedral site O, with six nearest metal atoms at distance r_O = a/2. It leaves through a triangular window of three metal atoms and enters a tetrahedral site T. The window has edge a/√2, so its centre is at distance R = (a/√2)/√3 = a/√6 from each of its atoms.

Let each metal atom repel hydrogen with the energy

φ(r) = A exp(−r/ρ).

This is a model of short-range repulsion, not a computed electronic-structure surface. The force constants follow from differentiating it twice. With n the unit vector along the bond, the first derivative is ∂_iφ = φ′n_i. Since ∂_jn_i = (δ_ij − n_in_j)/r,

∂_i∂_jφ = φ″n_in_j + (φ′/r)(δ_ij − n_in_j).

Here φ′ = −φ/ρ and φ″ = φ/ρ². Each atom thus contributes +φ/ρ² to the force constant along its bond and −φ/(ρr) to that in each direction across it.

At O, choose a displacement along a cube axis. Two neighbours lie along it and four lie across it:

k_O = 2φ(r_O)/ρ² − 4φ(r_O)/(ρr_O) = 2φ(r_O)[1/ρ² − 2/(ρr_O)].

At the window centre, choose a displacement in the plane of the triangle. The three bonds are 120° apart, so the squared cosines of their angles with the displacement add to 3/2, and so do the squared sines. Therefore

k_t = (3/2)φ(R)[1/ρ² − 1/(ρR)].

For a displacement through the window all three bonds are transverse, and

k_axial = −3φ(R)/(ρR).

The three window atoms make the passage unstable and, when ρ < R, also confine hydrogen sideways. Their energy at the centre is E_W = 3φ(R), so k_t = ½E_W[1/ρ² − 1/(ρR)]. At fixed ρ and R, a higher window energy means a stiffer transverse motion.

Dividing k_t by k_O gives, for the nearest shells,

(ω_t/ω_O)² = (3/4) exp[(r_O − R)/ρ] (1 − ρ/R)/(1 − 2ρ/r_O).

The strength A and the hydrogen mass have cancelled. In this approximation geometry and the range of the repulsion decide the sign of the correction.

## Numbers for the counter-example

Take a = 0.39 nm, ρ = 0.025 nm and A = 80 eV. Then r_O = 0.1950 nm and R = 0.1592 nm, and the nearest-shell formula gives

(ω_t/ω_O)² = 0.75 × exp(0.0358/0.025) × 0.843/0.744 ≈ 3.56,

so ω_t/ω_O ≈ 1.89, above the required 3/2.

For the barrier itself, more distant metal atoms are included. The saddle is then found numerically as the point of zero force on the line from O to T. It lies 0.1159 nm from O, slightly beyond the window centre at a/(2√3) = 0.1126 nm. The summed second derivatives are

O site: 78.42 eV/nm², three times
saddle, transverse: 276.12 eV/nm², twice
saddle, axial: −81.26 eV/nm².

A force constant k corresponds to the quantum ħω = √(ħ²k/m). For hydrogen, m = 1.00783 u and ħ²/m = 4.148 × 10⁻⁵ eV nm², so

ħω_O = √(4.148 × 10⁻⁵ × 78.42) eV = 57.03 meV,
ħω_t = √(4.148 × 10⁻⁵ × 276.12) eV = 107.02 meV.

The frequency ratio is 1.88, close to the nearest-shell value. The zero-point energies are

at O: (3/2) × 57.03 = 85.55 meV,
at the saddle: 2 × ½ × 107.02 = 107.02 meV.

Their difference is ΔZ = +21.47 meV. The classical barrier from O is 0.2291 eV; the corrected one is 0.2506 eV, or 24.18 kJ/mol.

The lost mode alone would have lowered the barrier by ½ × 57.03 = 28.5 meV. The two surviving modes together raise it by 107.02 − 57.03 = 50.0 meV. Leaving out their stiffening would therefore put the barrier 50 meV too low.

The starting site matters as much as the saddle. At T the harmonic quantum is 76.48 meV, three times, giving a zero-point energy of 114.72 meV. For escape from T through the same window,

ΔZ_T = 107.02 − 114.72 = −7.70 meV.

One saddle thus gives a positive correction for one direction of travel and a negative one for the other. The second number is only a formal harmonic estimate: the classical barrier from T is 51.5 meV, only about two thirds of one quantum, so the well is too shallow for a reliable parabola.

The repulsion can also be too soft for the effect. With a fixed, the nearest-shell ratio falls to 3/2 when ρ is raised to 0.0430 nm. Just above this value the nearest-shell ΔZ from O is negative, although a barrier remains: its nearest-shell height 3φ(R) − 6φ(r_O) is positive if exp[(r_O − R)/ρ] > 2, and at ρ = 0.0430 nm the exponential is 2.30. More distant atoms lower the threshold: with them included, the ratio at the saddle is 1.56 for ρ = 0.035 nm and 1.48 for ρ = 0.040 nm.

## The general statement

Let the starting minimum have N vibrations with frequencies ω_i, all real and positive, and let the saddle have one unstable mode and N − 1 stable modes with frequencies ω̃_i. In the harmonic approximation the zero-point correction is

ΔZ = (ħ/2)[Σ_{i=1}^{N−1} ω̃_i − Σ_{i=1}^{N} ω_i].

It is positive if and only if

Σ_{i=1}^{N−1} (ω̃_i − ω_i) > ω_N.

In words, the net stiffening of the surviving modes must exceed the frequency left without a partner. The labels may be assigned in any order, because only the two sums matter.

For the proof, use mass-weighted coordinates, in which the kinetic energy is ½Σp_i². At either stationary point the linear terms of the potential vanish. Its matrix of second derivatives is symmetric, so a rotation to normal coordinates q_i removes the cross terms. At the minimum

H = V_min + Σ_{i=1}^{N} ½(p_i² + ω_i²q_i²).

This is a sum of independent oscillators with ground energy V_min + ½ħΣω_i. At the saddle

H = V_s + Σ_{i=1}^{N−1} ½(p_i² + ω̃_i²q_i²) + ½(p_b² − ω_b²q_b²).

The last term is an inverted parabola and has no ground state. By the usual convention the corrected threshold assigns zero energy to this motion and the ground energy to each stable one, which gives V_s + ½ħΣω̃_i. Subtracting the two energies, and then V_s − V_min, gives ΔZ. Moving the first N − 1 terms of the second sum into the first gives the inequality. ∎

Two consequences are useful. First, if no stable saddle frequency exceeds its partner, the left side is at most zero and the correction is negative. Lowering is thus guaranteed under a condition, and that condition has to be established.

Second, for a minimum with three equal frequencies ω_O, the correction is positive when the mean transverse frequency exceeds (3/2)ω_O. The mean of squares is never less than the square of the mean, so the mean transverse force constant must then exceed (9/4)k_O. For unequal transverse modes this is necessary but not sufficient. Frequencies 0.2ω_O and 2.7ω_O have a mean square of 3.67ω_O² but a mean of only 1.45ω_O, and the correction is negative.

If the host is rigid, every frequency scales as m^(−1/2). Replacing hydrogen by deuterium, of mass 2.01410 u, keeps the sign and reduces the size from 21.47 to 15.19 meV.

## From a corrected barrier to a rate

A zero-point correction is an energy difference at zero temperature. The slope of a measured Arrhenius plot is another quantity. Let β = 1/(k_BT) and let h be Planck's constant. Harmonic transition-state theory gives, for escape from O through one window and without tunnelling,

k = (1/(βh)) (Q_s/Q_O) exp(−βE_b).

Each stable mode contributes to Q the factor

Σ_n exp[−βħω(n + ½)] = 1/[2 sinh(βħω/2)].

The activation energy is E_a = −d ln k/dβ. The prefactor 1/β contributes +k_BT, and each partition function contributes the thermal energy ε(ω) = (ħω/2)coth(βħω/2), with a plus sign at the saddle and a minus sign at O:

E_a = E_b + k_BT + Σ′ε(ω_s) − Σε(ω_O).

The prime leaves out the unstable mode. At low temperature ε → ½ħω and E_a → E_b + ΔZ + k_BT. At high temperature ε → k_BT, and the thermal terms cancel as 1 + 2 − 3 = 0, leaving E_b.

At 300 K, k_BT = 25.85 meV. A transverse saddle mode has ε = 55.24 meV and an O mode has ε = 35.57 meV. Hence

E_a − E_b = 25.85 + 2 × 55.24 − 3 × 35.57 ≈ 29.6 meV,

and E_a = 0.2587 eV. The zero-point correction itself is still 21.47 meV; the rest of the shift is thermal.

The classical partition function of a mode is 1/(βħω). Dividing the quantum rate by the classical one gives

k_q/k_cl = Π_O[sinh(u/2)/(u/2)] / Π′_s[sinh(u/2)/(u/2)],  u = βħω.

This ratio is 0.506 at 300 K and 0.275 at 200 K. Before tunnelling is counted, quantization of the vibrations slows the escape.

## Tunnelling and the high-temperature limit

Tunnelling acts the other way. For an inverted parabola the transmission at energy E measured from its top is P = 1/[1 + exp(−2πE/ħω_b)]. Its thermal average relative to classical passage is κ = β∫P exp(−βE)dE. Put y = 2πE/ħω_b and c = βħω_b/2π. The integral becomes

κ = c∫exp(−cy)/[1 + exp(−y)]dy = πc/sin(πc) = (u_b/2)/sin(u_b/2),

where u_b = βħω_b. The integral runs over all y and converges for 0 < c < 1, that is, above the crossover temperature ħω_b/(2πk_B). To evaluate it, call it I and shift y by 2πi, which multiplies the integrand by exp(−2πic). Between the original and the shifted line lies one pole, at y = iπ, with residue exp(−iπc). The residue theorem gives I[1 − exp(−2πic)] = 2πi exp(−iπc), so I = π/sin(πc).

At high temperature all the u are small. Both ln[sinh(x)/x] and ln[x/sin(x)] begin with x²/6, and x = u/2, so

ln(κk_q/k_cl) ≈ (1/24)[Σu_O² − Σ′u_s² + u_b²].

Each u² is β²ħ²/m times a force constant, except that u_b² carries the opposite sign because the axial constant is negative. The bracket therefore collects the sums of all force constants, which are the Laplacians of V:

ln(κk_q/k_cl) ≈ −(β²ħ²/24m)[∇²V(saddle) − ∇²V(O)].

Here ∇²V is 2 × 276.12 − 81.26 = 470.98 eV/nm² at the saddle and 3 × 78.42 = 235.26 eV/nm² at O. At 2000 K, taken only to exhibit the limit, the formula gives −0.0137 and the full harmonic expression −0.0136. The quantum effect on the rate has almost gone, although ΔZ is unchanged.

The two limits use different criteria: ΔZ compares frequencies, the hot limit their squares. With ω_t = 1.4ω_O and ω_b = 0.5ω_O, ΔZ = −0.1ħω_O is negative. Yet 2 × 1.96 − 0.25 = 3.67 exceeds 3, so the leading high-temperature correction still slows the hop.

At lower temperature the transverse zero-point energy also reshapes the barrier. It is largest near the window, so adding it to V along the axis sharpens the top. A numerical second derivative of the sum raises the unstable quantum from 58.06 to 64.64 meV, which puts the crossover at 119 K. With this sharper parabola:

300 K: κ = 1.317, total quantum/classical ratio 0.667
200 K: κ = 1.966, total quantum/classical ratio 0.540.

The activation energy at 300 K becomes 0.2436 eV, still above the classical 0.2291 eV. The model barrier flattens into the shallow T well while the parabola keeps falling, but at these temperatures this matters little: one-dimensional transmission through the summed potential between O and T, continued as a constant beyond each site, gives κ = 1.32 and 1.93. Both estimates treat the motion along the axis as separate from the transverse motion, so they size the tunnelling without settling it.

The isotope ratio needs the same care. Classically hydrogen escapes faster than deuterium by √(2.01410/1.00783) = 1.41. With quantized vibrations and no tunnelling the ratio is 1.04 at 300 K and 0.82 at 200 K, so deuterium is the faster at 200 K. With tunnelling it is 1.20 and 1.21, and hydrogen is faster at both temperatures. A positive ΔZ favours an inverse isotope effect but does not guarantee one.

## Anharmonicity, a yielding host, and palladium

The parabolas can be replaced by the actual model potential. Solving the Schrödinger equation on a grid, in three dimensions around O and in the two transverse dimensions at the saddle, gives ground energies of 89.1 and 108.6 meV above the respective potential values. The correction becomes 19.5 meV, about 2 meV below the harmonic one.

Letting the metal move matters more. Tether each metal atom to its site with a spring of 1000 eV/nm² and give it the mass 106.42 u, so that its own quantum is 19.8 meV. At the window centre each of the three atoms feels the force φ(R)/ρ ≈ 5.5 eV/nm and would, to first order, retreat by 0.0055 nm. The window opens, its energy falls and the transverse motion softens. Relaxing all atoms at both stationary points and diagonalizing the coupled vibrations of host and hydrogen gives

classical barrier: 0.1966 eV
zero-point correction: +14.26 meV
corrected barrier: 0.2109 eV.

Letting the host move thus removes about a third of the correction but leaves its sign.

The parameters were chosen to resemble dilute hydrogen in palladium, where, roughly, the lattice parameter is 0.39 nm, the measured activation energy of diffusion is a little over 0.2 eV and the measured octahedral vibration lies at 60 to 70 meV. None of the model values is far from these, but the match is loose: the first is an Arrhenius slope rather than a classical barrier, and the second is a level spacing, which equals the harmonic quantum only in a nearly parabolic well. Real palladium does not hold its atoms rigid, and the tethered model shows that this matters: it moves the corrected barrier from 0.251 to 0.211 eV. It still omits the electronic response beyond pair repulsion, direct coupling between metal atoms and interactions between hydrogen atoms, so its 14 meV is not a prediction for the metal. In palladium deuterium is known to diffuse faster than hydrogen near and moderately below room temperature. The model with its parabolic tunnelling factor does not reproduce this, so its balance between zero-point energy and tunnelling should not be carried over to the real material.

For a calculated barrier, the practical consequence is to evaluate all the stable modes at both the starting site and the saddle. Subtracting only half the quantum of the lost mode is justified when the sum of the remaining frequencies changes little compared with the lost frequency. In the rigid model the two transverse frequencies nearly double.
